**Strong-confinement exciton in a hard sphere: first- and second-order Coulomb coefficients**

For a sphere of radius R, the pair energy is Eg + ħ²π²/(2μR²) − A1 e²/(4πεR) − C Ry\*, with corrections that vanish in proportion to R; μ is the reduced mass and Ry\* the effective Rydberg. The program asserts that the closed forms for A1 = 1.786 and the mean electron–hole distance d = 0.6993 R agree with three-dimensional quadrature. It asserts that numerical minimization with the factor exp(−αr) reproduces C_K = 4(A1 d/R − 1)² = 0.248. The true second-order coefficient C2 is computed from a sum over Bessel states and, for three mass ratios, asserted to agree with a correlated polynomial basis. It is 0.2785 for equal masses, 0.3063 for the example's ratio of 3.46 and 0.4021 for a ratio of 10, so 0.248 is a bound and not the second-order value. For a 2 nm dot with rough CdSe-like parameters, the formula with C_K gives 2.533 eV, about 1.2 meV above a diagonalization of the same model. Estimated effects of finite barriers, nonparabolic bands and surface polarization are far larger than this difference.

## Numerical check

```python
"""
Exciton in a hard sphere of radius R, strong confinement:
  E = Eg + hbar^2 pi^2/(2 mu R^2) - A1 e^2/(4 pi eps R) - C Ry*
A1 : mean of R/r (r = electron-hole distance) in the uncorrelated ground state.
C  : C_K = 4 (A1 d - 1)^2, d = mean r/R, from the trial factor exp(-alpha r);
     C2 = true second-order coefficient, which depends on the mass ratio.
Scaled units: length R, energy hbar^2/(2 mu R^2); then
  H = -a Lap_e - b Lap_h - lam/r, a = mu/m_e, b = mu/m_h, lam = 2R/a*,
and one effective Rydberg Ry* equals lam^2/4.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import sici, spherical_jn

pi = np.pi


def gauss(n):
    """Gauss-Legendre nodes and weights on [0, 1]."""
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (x + 1), 0.5 * w


def density(x):
    """Radial probability density of the lowest state."""
    return 2 * np.sin(pi * x) ** 2


def mass_weights(ratio):
    """(a, b) for ratio = m_h/m_e."""
    return ratio / (1 + ratio), 1 / (1 + ratio)


# ---------- closed forms ----------
si2, si4 = sici(2 * pi)[0], sici(4 * pi)[0]
A1 = 2 - si2 / pi + si4 / (2 * pi)
d_mean = 20 / 27 - 4 / (9 * pi**2) + (si2 - si4 / 2) / (6 * pi**3)
C_K = 4 * (A1 * d_mean - 1) ** 2

# ---------- quadrature over the radii x, y and the distance r ----------
g, gw = gauss(20)
X, T, Q = np.meshgrid(g, g, g, indexing="ij")
W = gw[:, None, None] * gw[None, :, None] * gw[None, None, :]
big, small = X.ravel(), (X * T).ravel()
dist = big - small + 2 * small * Q.ravel()
weight = W.ravel() * density(big) * density(small) * dist
xe, xh = np.concatenate([big, small]), np.concatenate([small, big])
r, w = np.tile(dist, 2), np.tile(weight, 2)
norm_q, inv_q, dist_q = w.sum(), (w / r).sum(), (w * r).sum()
assert abs(norm_q - 1) < 1e-10
assert abs(inv_q - A1) < 1e-9
assert abs(dist_q - d_mean) < 1e-9
assert abs(C_K - 0.248) < 5e-4


# ---------- exponential trial function, minimized numerically ----------
def trial_minimum(lam):
    def energy(alpha):
        f2 = w * np.exp(-2 * alpha * r)
        return alpha**2 - lam * (f2 / r).sum() / f2.sum()
    res = minimize_scalar(energy, bounds=(-3, 3), method="bounded",
                          options={"xatol": 1e-9})
    return res.fun, res.x


step = 0.1
(e_plus, al_plus), (e_minus, al_minus) = trial_minimum(step), trial_minimum(-step)
C_K_numeric = -4 * (e_plus + e_minus) / (2 * step**2)
assert abs(C_K_numeric - C_K) < 1e-3       # remaining error of order step^2
assert abs((al_plus - al_minus) / (2 * step) - (A1 * d_mean - 1)) < 2e-3

# ---------- correlated basis: ground state times xe^2i xh^2j r^k ----------
powers = sorted([(i, j, k) for i in range(6) for j in range(6)
                 for k in range(6) if i + j + k <= 5], key=lambda p: (sum(p), p))
order = np.array([sum(p) for p in powers])
F = np.array([xe**(2*i) * xh**(2*j) * r**k for i, j, k in powers])
Fe = np.array([2*i * xe**max(2*i-1, 0) * xh**(2*j) * r**k for i, j, k in powers])
Fh = np.array([2*j * xh**max(2*j-1, 0) * xe**(2*i) * r**k for i, j, k in powers])
Fr = np.array([k * r**max(k-1, 0) * xe**(2*i) * xh**(2*j) for i, j, k in powers])


def gradient_matrix(Fx, own, other):
    """Integral of psi0^2 grad f . grad g for one particle."""
    cosine = (own**2 + r**2 - other**2) / (2 * own * r)
    cross = (Fx * (w * cosine)) @ Fr.T
    return (Fx * w) @ Fx.T + (Fr * w) @ Fr.T + cross + cross.T


K_e, K_h = gradient_matrix(Fe, xe, xh), gradient_matrix(Fh, xh, xe)
S, U = (F * w) @ F.T, (F * (w / r)) @ F.T
source = U[0] - U[0, 0] * S[0]


def c2_basis(ratio, chosen=None):
    """Second-order coefficient from the variational functional."""
    a, b = mass_weights(ratio)
    idx = np.arange(1, len(powers)) if chosen is None else np.array(chosen)
    K = (a * K_e + b * K_h)[np.ix_(idx, idx)]
    s = 1 / np.sqrt(np.diag(K))
    val, vec = np.linalg.eigh(K * np.outer(s, s))
    keep = val > 1e-11
    return 4 * np.sum((vec[:, keep].T @ (s * source[idx]))**2 / val[keep])


def pair_energy(lam, ratio, max_order=5):
    """Lowest eigenvalue minus pi^2, all orders in lam."""
    a, b = mass_weights(ratio)
    idx = np.where(order <= max_order)[0]
    sub = np.ix_(idx, idx)
    s = 1 / np.sqrt(np.diag(S)[idx])
    val, vec = np.linalg.eigh(S[sub] * np.outer(s, s))
    keep = val > 1e-11
    B = s[:, None] * vec[:, keep] / np.sqrt(val[keep])
    H = (a * K_e + b * K_h - lam * U)[sub]
    return np.linalg.eigvalsh(B.T @ H @ B)[0]


# ---------- independent road: sum over spherical Bessel states ----------
L_MAX, N_RAD = 12, 24
zeros = [pi * np.arange(1, N_RAD + L_MAX + 1)]
for l in range(1, L_MAX + 1):
    prev = zeros[-1]
    zeros.append(np.array([brentq(lambda z: spherical_jn(l, z), lo, hi)
                           for lo, hi in zip(prev[:-1], prev[1:])]))
p, pw = gauss(90)
inner_x = np.outer(p, p)
radial = []
for l in range(L_MAX + 1):
    k = zeros[l][:N_RAD]
    amp = np.sqrt(2) / np.abs(spherical_jn(l + 1, k))

    def product(x):
        flat = x.ravel()
        u = amp[:, None] * flat * spherical_jn(l, k[:, None] * flat)
        return (u * np.sqrt(2) * np.sin(pi * flat)).reshape((N_RAD,) + x.shape)

    inner = product(inner_x) @ (pw * p**l)
    half = (product(p) * pw) @ inner.T
    radial.append(half + half.T)
assert abs(radial[0][0, 0] - A1) < 1e-9


def c2_sum(ratio):
    """Sum over states, with the l^-4 tail of the partial waves added."""
    a, b = mass_weights(ratio)
    parts = []
    for l in range(L_MAX + 1):
        e = zeros[l][:N_RAD]**2 - pi**2
        gap = a * e[:, None] + b * e[None, :]
        m2 = radial[l]**2 / (2 * l + 1)
        if l == 0:
            gap[0, 0], m2[0, 0] = 1.0, 0.0
        parts.append(4 * np.sum(m2 / gap))
    far = np.arange(L_MAX + 1, 4000) + 0.5
    return sum(parts) + parts[-1] * np.sum(((L_MAX + 0.5) / far)**4)


# ---------- example: rough CdSe-like parameters ----------
m_e, m_h, eps_r, gap_eV, R_nm = 0.13, 0.45, 9.5, 1.74, 2.0
ratio_ex = m_h / m_e
ratios = [1.0, ratio_ex, 10.0]
C2 = {q: c2_sum(q) for q in ratios + [100.0]}
C2_b = {q: c2_basis(q) for q in ratios}
for q in ratios:
    assert abs(C2[q] - C2_b[q]) < 5e-4     # basis and partial-wave truncation
    assert C2_b[q] > C_K
assert C2[1.0] < c2_sum(1.5) < C2[ratio_ex] < C2[10.0] < C2[100.0]
assert abs(c2_sum(0.1) - C2[10.0]) < 1e-8
only_r = powers.index((0, 0, 1))
for q in ratios:
    assert abs(c2_basis(q, [only_r]) - C_K) < 1e-8
fd = -4 * (pair_energy(step, ratio_ex) + pair_energy(-step, ratio_ex)) / (2*step**2)
assert abs(fd - C2_b[ratio_ex]) < 1e-3

# heavy-hole slope: electron stays in its ground state, hole is excited
slope = 4 * np.sum(radial[0][0, 1:]**2 / (zeros[0][1:N_RAD]**2 - pi**2))
hole_only = [i for i, q in enumerate(powers) if q[0] == 0 and q[2] == 0 and q[1] > 0]
assert abs(c2_basis(10.0, hole_only) / 11 - slope) < 1e-5
assert abs((c2_sum(2000.0) - c2_sum(1000.0)) / 1000 / slope - 1) < 0.02

# ---------- energies of the example in eV ----------
eV, hbar, m0, qe = const.e, const.hbar, const.m_e, const.e
mu = m_e * m_h / (m_e + m_h)
R = R_nm * 1e-9
coul = qe**2 / (4 * pi * const.epsilon_0 * R) / eV
a_star = 4 * pi * eps_r * const.epsilon_0 * hbar**2 / (mu * m0 * qe**2)
Ry = hbar**2 / (2 * mu * m0 * a_star**2) / eV
unit = hbar**2 / (2 * mu * m0 * R**2) / eV
lam = 2 * R / a_star
kinetic, first = pi**2 * unit, A1 * coul / eps_r
assert abs(first - A1 * lam * unit) < 1e-10
E_K = gap_eV + kinetic - first - C_K * Ry
E_2 = gap_eV + kinetic - first - C2[ratio_ex] * Ry
E_full = gap_eV + kinetic + unit * pair_energy(lam, ratio_ex)
assert abs(pair_energy(lam, ratio_ex) - pair_energy(lam, ratio_ex, 4)) < 1e-4
assert abs(E_full - E_2) < C2[ratio_ex] * Ry
assert pair_energy(lam, ratio_ex) <= trial_minimum(lam)[0] + 1e-9

# ---------- sizes of neglected effects ----------
barrier, eps_out, eps_fast, temp = 3.0, 2.0, 6.2, 300.0


def hard_level(m):
    return hbar**2 * pi**2 / (2 * m * m0 * R**2) / eV


def barrier_shift(m):
    """Level in a finite well (free mass outside) minus hard-wall level."""
    def mismatch(z):
        level = hard_level(m) * (z / pi)**2
        kappa_R = R * np.sqrt(2 * m0 * (barrier - level) * eV) / hbar
        return z / np.tan(z) - 1 + m * (kappa_R + 1)
    return hard_level(m) * ((brentq(mismatch, 1e-4, pi - 1e-9) / pi)**2 - 1)


def image_coefficient(n):
    return (n+1) * (eps_r-eps_out) / (eps_r * (eps_r*n + eps_out*(n+1)))


# matching of potential and normal displacement at the surface, multipole 3
match = np.linalg.solve([[1, -1], [3 * eps_r, 4 * eps_out]], [-1 / eps_r, 4])
assert abs(match[0] - image_coefficient(3)) < 1e-12
z, zw = gauss(300)
polar = coul * sum(image_coefficient(n) * np.sum(zw * density(z) * z**(2*n))
                   for n in range(1, 401))
shift_e, shift_h = barrier_shift(m_e), barrier_shift(m_h)
E_e = hard_level(m_e)
nonpar = gap_eV / 2 * (np.sqrt(1 + 4 * E_e / gap_eV) - 1) - E_e
hole_gap = hard_level(m_h) * (zeros[1][0]**2 / pi**2 - 1)

# ---------- output ----------
print(f"Si(2 pi), Si(4 pi) = {si2:.6f}, {si4:.6f}")
print(f"A1, closed form = {A1:.6f}; 3D quadrature = {inv_q:.6f}")
print(f"d = <r>/R, closed form = {d_mean:.6f}; quadrature = {dist_q:.6f}")
print(f"A1 d - 1 = {A1*d_mean-1:.6f}")
print(f"optimal alpha times a* for small R = {2*(A1*d_mean-1):.4f}")
print(f"C_K, closed form = {C_K:.5f}; numerical minimization = {C_K_numeric:.5f}")
print("True second-order coefficient C2 (in Ry*):")
for q in ratios:
    print(f"  m_h/m_e = {q:.3f}: state sum {C2[q]:.4f}, correlated basis {C2_b[q]:.4f}")
print(f"  m_h/m_e = 100: state sum {C2[100.0]:.4f}")
print(f"heavy-hole slope of C2 per unit m_h/m_e = {slope:.5f}")
print("Interaction energy E-Eg-kinetic in Ry*, example mass ratio:")
for rho in (0.5, 1.0, 2.0):
    full = pair_energy(2 * rho, ratio_ex) / rho**2
    assert abs(full - pair_energy(2*rho, ratio_ex, 4) / rho**2) < 1e-3
    print(f"  R/a* = {rho}: diagonalized {full:.4f}, with C_K {-2*A1/rho-C_K:.4f},"
          f" with C2 {-2*A1/rho-C2[ratio_ex]:.4f}")
print("Example, rough CdSe-like parameters:")
print(f"  Eg = {gap_eV} eV, m_e = {m_e} m0, m_h = {m_h} m0, eps_r = {eps_r}")
print(f"  R = {R_nm} nm, reduced mass = {mu:.5f} m0")
print(f"  a* = {a_star*1e9:.3f} nm, R/a* = {R/a_star:.4f}, lam = {lam:.4f}")
print(f"  Ry* = {Ry*1e3:.3f} meV")
print(f"  confinement energy = {kinetic*1e3:.2f} meV")
print(f"  first-order Coulomb term = {-first*1e3:.2f} meV")
print(f"  -C_K Ry* = {-C_K*Ry*1e3:.3f} meV; -C2 Ry* = {-C2[ratio_ex]*Ry*1e3:.3f} meV")
print(f"  E with C_K = {E_K:.5f} eV; wavelength = {const.h*const.c/(E_K*eV)*1e9:.1f} nm")
print(f"  E with C2 = {E_2:.5f} eV; diagonalized E = {E_full:.5f} eV")
print(f"  diagonalized minus C_K formula = {(E_full-E_K)*1e3:.3f} meV")
print(f"  diagonalized minus C2 formula = {(E_full-E_2)*1e3:.3f} meV")
print("Neglected effects, estimates for the example:")
print(f"  assumed barriers = {barrier} eV, free mass outside")
print(f"  barrier shift: electron {shift_e*1e3:.1f} meV, hole {shift_h*1e3:.1f} meV")
print(f"  hard-wall electron level = {E_e*1e3:.1f} meV")
print(f"  two-band nonparabolicity shift of electron = {nonpar*1e3:.1f} meV")
print(f"  surface polarization, outside eps_r = {eps_out}: {polar*1e3:+.1f} meV")
print(f"  Coulomb term if eps_r = {eps_fast}: {-A1*coul/eps_fast*1e3:.1f} meV")
print(f"  kT at {temp:.0f} K = {const.k*temp/eV*1e3:.1f} meV;"
      f" hole 1S-1P spacing = {hole_gap*1e3:.1f} meV")
print("ALL CHECKS PASSED")
```

It prints:

```
Si(2 pi), Si(4 pi) = 1.418152, 1.492161
A1, closed form = 1.786073; 3D quadrature = 1.786073
d = <r>/R, closed form = 0.699322; quadrature = 0.699322
A1 d - 1 = 0.249040
optimal alpha times a* for small R = 0.4981
C_K, closed form = 0.24808; numerical minimization = 0.24810
True second-order coefficient C2 (in Ry*):
  m_h/m_e = 1.000: state sum 0.2785, correlated basis 0.2785
  m_h/m_e = 3.462: state sum 0.3063, correlated basis 0.3063
  m_h/m_e = 10.000: state sum 0.4021, correlated basis 0.4021
  m_h/m_e = 100: state sum 1.7053
heavy-hole slope of C2 per unit m_h/m_e = 0.01444
Interaction energy E-Eg-kinetic in Ry*, example mass ratio:
  R/a* = 0.5: diagonalized -7.4740, with C_K -7.3924, with C2 -7.4506
  R/a* = 1.0: diagonalized -3.9271, with C_K -3.8202, with C2 -3.8784
  R/a* = 2.0: diagonalized -2.1953, with C_K -2.0342, with C2 -2.0924
Example, rough CdSe-like parameters:
  Eg = 1.74 eV, m_e = 0.13 m0, m_h = 0.45 m0, eps_r = 9.5
  R = 2.0 nm, reduced mass = 0.10086 m0
  a* = 4.984 nm, R/a* = 0.4013, lam = 0.8025
  Ry* = 15.206 meV
  confinement energy = 932.04 meV
  first-order Coulomb term = -135.36 meV
  -C_K Ry* = -3.772 meV; -C2 Ry* = -4.657 meV
  E with C_K = 2.53291 eV; wavelength = 489.5 nm
  E with C2 = 2.53202 eV; diagonalized E = 2.53174 eV
  diagonalized minus C_K formula = -1.169 meV
  diagonalized minus C2 formula = -0.284 meV
Neglected effects, estimates for the example:
  assumed barriers = 3.0 eV, free mass outside
  barrier shift: electron -393.0 meV, hole -46.0 meV
  hard-wall electron level = 723.1 meV
  two-band nonparabolicity shift of electron = -173.6 meV
  surface polarization, outside eps_r = 2.0: +40.9 meV
  Coulomb term if eps_r = 6.2: -207.4 meV
  kT at 300 K = 25.9 meV; hole 1S-1P spacing = 218.5 meV
ALL CHECKS PASSED
```
